# Why Hartree-Fock overestimates beryllium's polarizability, and its isoelectronic Z⁻³ law: test program

```python
# Result under test (atomic units, non-relativistic, E(F) = E(0) - alpha F^2/2):
#   three-state model of a Be-like atom (2s2, 2p2 1S, 2s2p 1P):
#     alpha    = 4 d^2 (cos t - sin t/sqrt3)^2 / (A + delta),  tan 2t = 2 sqrt3 B/D
#     alpha_HF = 4 d^2 / (A + B)            (coupled Hartree-Fock)
#   A = E(2s2p 1P)-E(2s2), D = E(2p2 1S)-E(2s2), B = (sp|sp), d = <2s|z|2pz>,
#   delta = lowering of the ground state by the 2s2-2p2 mixing.
#   For large nuclear charge Z both polarizabilities fall as Z^-3.
# Ions are treated in scaled lengths rho = Z r: H/Z^2 = h0 + (1/Z) sum 1/rho12,
# so that alpha = alpha_scaled / Z^4 and field = Z^3 * field_scaled.
import os
for name in ('OMP_NUM_THREADS', 'OPENBLAS_NUM_THREADS', 'MKL_NUM_THREADS'):
    os.environ[name] = '1'          # one core: more threads only slow it down
from math import factorial, sqrt, atan2, cos, sin, log
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants
from scipy.linalg import eigh, solve
from scipy.optimize import brentq
from pyscf import gto, scf, cc, ao2mo, lib
lib.num_threads(1)

# ---------- three-state model ----------
def three_state(A, B, D, d):
    theta = 0.5 * atan2(2 * sqrt(3) * B, D)
    delta = sqrt(D * D / 4 + 3 * B * B) - D / 2
    amp2 = (cos(theta) - sin(theta) / sqrt(3)) ** 2
    return dict(theta=theta, delta=delta, amp2=amp2, nomix=4 * d * d / A,
                hf=4 * d * d / (A + B), mixed=4 * d * d * amp2 / (A + delta))

# ---------- hydrogenic integrals for unit charge ----------
radial = {'1s': (Polynomial([0, 2.0]), 1.0),
          '2s': (Polynomial([0, 1.0, -0.5]) / sqrt(2), 0.5),
          '2p': (Polynomial([0, 0, 1.0]) / (2 * sqrt(6)), 0.5)}

def density(a, b):
    return (radial[a][0] * radial[b][0]).coef, radial[a][1] + radial[b][1]

def inner_outer(f, g, k):
    (fc, a), (gc, b) = f, g
    total = 0.0
    for i, fi in enumerate(fc):
        for n, gn in enumerate(gc):
            if fi == 0 or gn == 0:
                continue
            m, q = i + k, n - k - 1
            for j in range(q + 1):
                total += (fi * gn * factorial(q) / factorial(j) / b ** (q - j + 1)
                          * factorial(m + j) / (a + b) ** (m + j + 1))
    return total

def slater(a, b, c, e, k):
    f, g = density(a, b), density(c, e)
    return inner_outer(f, g, k) + inner_outer(g, f, k)

Vs = 2 * slater('1s', '1s', '2s', '2s', 0) - slater('1s', '2s', '1s', '2s', 0)
Vp = 2 * slater('1s', '1s', '2p', '2p', 0) - slater('1s', '2p', '1s', '2p', 1) / 3
F0ss = slater('2s', '2s', '2s', '2s', 0)
F0sp = slater('2s', '2s', '2p', '2p', 0)
F0pp = slater('2p', '2p', '2p', '2p', 0)
F2pp = slater('2p', '2p', '2p', '2p', 2)
B_h = slater('2s', '2p', '2s', '2p', 1) / 3
A_h = Vp - Vs + F0sp + B_h - F0ss
D_h = 2 * (Vp - Vs) + F0pp + 0.4 * F2pp - F0ss
dc, da = density('2s', '2p')
d_h = abs(sum(c * factorial(n + 1) / da ** (n + 2) for n, c in enumerate(dc))) / sqrt(3)
limit = three_state(A_h, B_h, D_h, d_h)

# ---------- Gaussian bases in scaled lengths: (smallest exponent, ratio) for s, p, d ----------
NS, NP, ND = 14, 8, 3
diffuse = ((0.0012, 2.6), (0.0010, 2.8), (0.0030, 3.5))    # Be, strongly screened
compact = ((0.0080, 2.45), (0.0090, 2.4), (0.0100, 3.5))   # ions, nearly hydrogenic

def make_atom(series, factor):
    shells = [[l, [x0 * ratio ** k * factor, 1.0]]
              for l, ((x0, ratio), n) in enumerate(zip(series, (NS, NP, ND)))
              for k in range(n)]
    return gto.M(atom='Be 0 0 0', basis={'Be': shells}, verbose=0)

class Integrals:
    def __init__(self, series):
        mol = make_atom(series, 1.0)
        self.S = mol.intor('int1e_ovlp')
        self.h0 = mol.intor('int1e_kin') + mol.intor('int1e_nuc') / 4  # charge one
        self.z = mol.intor('int1e_r')[2]
        self.eri8 = mol.intor('int2e', aosym='s8')
        self.eri_s = mol.intor('int2e', shls_slice=(0, NS) * 4).reshape((NS,) * 4)

nao = NS + 3 * NP + 5 * ND
be_basis, ion_basis = Integrals(diffuse), Integrals(compact)

# AO indices of every (l, component); bits = parity under x, y, z reflection
blocks = [(0, 0, np.arange(NS))]
blocks += [(1, (1, 2, 4)[c], NS + 3 * np.arange(NP) + c) for c in range(3)]
blocks += [(2, (3, 6, 0, 5, 0)[c], NS + 3 * NP + 5 * np.arange(ND) + c)
           for c in range(5)]
ell = np.concatenate([[l] * len(ix) for l, b, ix in blocks])
bits = np.concatenate([[b] * len(ix) for l, b, ix in blocks])
PX = np.arange(NS, NS + NP)
PZ = np.arange(NS + 2 * NP, NS + 3 * NP)

def false_splitting(ints):      # E(2p) - E(2s) of hydrogen, zero in a complete basis
    level = []
    for block, k in ((0, 1), (1, 0)):
        ix = np.ix_(blocks[block][2], blocks[block][2])
        level.append(eigh(ints.h0[ix], ints.S[ix], eigvals_only=True)[k])
    return level[1] - level[0]

def s_shell_scf(ints, lam, nocc):
    hs, ss = ints.h0[:NS, :NS], ints.S[:NS, :NS]
    c = eigh(hs, ss)[1][:, :nocc]
    dm = 2 * c @ c.T
    for _ in range(300):
        J = np.tensordot(ints.eri_s, dm, ([2, 3], [0, 1]))
        K = np.tensordot(ints.eri_s, dm, ([1, 3], [0, 1]))
        c = eigh(hs + lam * (J - K / 2), ss)[1][:, :nocc]
        new = 2 * c @ c.T
        step = (new - dm) @ ss              # basis-independent size of the change
        change = sqrt(abs(np.sum(step * step.T)))
        dm = 0.5 * (dm + new)
        if change < 1e-8:
            break
    assert change < 1e-8
    return c

def mean_field(ints, c, lam):
    dm = np.zeros((nao, nao))
    dm[:NS, :NS] = 2 * c @ c.T
    J, K = scf.hf.dot_eri_dm(ints.eri8, dm, hermi=1)
    return ints.h0 + lam * (J - K / 2)

def orbitals(Z, nocc):
    ints = be_basis if Z == 4 else ion_basis
    lam = 1.0 / Z
    c = s_shell_scf(ints, lam, nocc)
    fock = mean_field(ints, c, lam)
    C, energies, col, cache = np.zeros((nao, nao)), [], 0, {}
    for l, b, ix in blocks:
        if l not in cache:      # same radial functions for all components
            cache[l] = eigh(fock[np.ix_(ix, ix)], ints.S[np.ix_(ix, ix)])
        e, v = cache[l]
        C[np.ix_(ix, np.arange(col, col + len(ix)))] = v
        energies.append(e)
        col += len(ix)
    g = ao2mo.restore(1, ao2mo.full(ints.eri8, C), nao)
    g *= lam
    hval = C.T @ mean_field(ints, c[:, :1], lam) @ C    # field of the 1s2 core
    return np.concatenate(energies), g, hval, C.T @ ints.z @ C

def hf_response(e, g, z, nocc):
    i = np.arange(nocc)
    aibj = g[np.ix_(PZ, i, PZ, i)]
    abij = g[np.ix_(PZ, PZ, i, i)].transpose(0, 2, 1, 3)
    n = NP * nocc
    M = (4 * aibj - abij - aibj.transpose(0, 3, 2, 1)).reshape(n, n)
    M = M + np.diag((e[PZ][:, None] - e[i]).ravel())
    rhs = z[np.ix_(PZ, i)].ravel()
    x = solve(M, rhs)
    return 4 * rhs @ x, x.reshape(NP, nocc)

# ---------- two valence electrons: all singlet pairs over a frozen 1s2 core ----------
pairs = np.array([(p, q) for p in range(1, nao) for q in range(p, nao)])
pair_bits = bits[pairs[:, 0]] ^ bits[pairs[:, 1]]
even, odd = pairs[pair_bits == 0], pairs[pair_bits == 4]

def pair_matrix(one, two, bra, ket):
    p, q = bra[:, :1], bra[:, 1:]
    r, s = ket[:, 0][None, :], ket[:, 1][None, :]
    m = (one[p, r] * (q == s) + one[q, s] * (p == r)
         + one[p, s] * (q == r) + one[q, r] * (p == s))
    if two is not None:
        m = m + two[p, r, q, s] + two[p, s, q, r]
    return m / np.sqrt((1.0 + (p == q)) * (1.0 + (r == s)))

def ci_response(Hee, Hoo, Doe):
    w, v = eigh(Hee, subset_by_index=[0, 0])
    b = Doe @ v[:, 0]
    x = solve(Hoo - w[0] * np.eye(len(Hoo)), b)
    return 2 * b @ x, w[0], v[:, 0], b

def be_like(Z):
    e, g, hval, z = orbitals(Z, 2)
    hf, x = hf_response(e, g, z, 2)
    Hee = pair_matrix(hval, g, even, even)
    Hoo = pair_matrix(hval, g, odd, odd)
    Doe = pair_matrix(z, None, odd, even)
    ci, E0, ground, b = ci_response(Hee, Hoo, Doe)
    w, u = eigh(Hoo, subset_by_index=[0, 0])
    gap = w[0] - E0
    out = dict(hf=hf / Z**4, ci=ci / Z**4, gap=gap * Z**2,
               share=2 * (u[:, 0] @ b) ** 2 / gap / ci)
    if Z == 4:
        f = 0.001 / Z**3
        full = np.block([[Hee, f * Doe.T], [f * Doe, Hoo]])
        Ef = eigh(full, eigvals_only=True, subset_by_index=[0, 0])[0]
        out['ci_field'] = -2 * (Ef - E0) / f**2 / Z**4
        for l, name in ((1, 'no_pp'), (2, 'no_dd')):
            keep = ~((ell[even[:, 0]] == l) & (ell[even[:, 1]] == l))
            out[name] = ci_response(Hee[np.ix_(keep, keep)], Hoo,
                                    Doe[:, keep])[0] / Z**4
        is_pp = (ell[even[:, 0]] == 1) & (ell[even[:, 1]] == 1)
        out['pp_weight'] = np.sum(ground[is_pp] ** 2)
        cmat = np.zeros((nao, nao))
        for (p, q), a in zip(even, ground):
            cmat[p, q] = cmat[q, p] = a if p == q else a / sqrt(2)
        sv = np.linalg.svd(cmat[np.ix_(PZ, PZ)], compute_uv=False) ** 2
        out['one_pair'] = sv[0] / sv.sum()
        # three-state parameters from the 2s orbital and its p response orbital
        t = x[:, 1] / np.linalg.norm(x[:, 1])
        de = t @ hval[np.ix_(PZ, PZ)] @ t - hval[1, 1]
        ss = g[1, 1, 1, 1]
        sp = t @ g[1, 1][np.ix_(PZ, PZ)] @ t
        B = t @ g[1][:, 1, :][np.ix_(PZ, PZ)] @ t
        tt = np.outer(t, t).ravel()
        n2 = NP * NP
        zz = tt @ g[np.ix_(PZ, PZ, PZ, PZ)].reshape(n2, n2) @ tt
        zx = tt @ g[np.ix_(PZ, PX, PZ, PX)].reshape(n2, n2) @ tt
        out['par'] = ((de + sp + B - ss) * Z**2, B * Z**2,
                      (2 * de + zz + 2 * zx - ss) * Z**2, abs(z[1, PZ] @ t) / Z)
    return out

charges = [4, 10, 40, 80]
ion = {Z: be_like(Z) for Z in charges}
be = ion[4]
model = three_state(*be['par'])

helike = {}
for Z in (40, 80):
    e, g, hval, z = orbitals(Z, 1)
    helike[Z] = hf_response(e, g, z, 1)[0] / Z**4
del g

# ---------- all-electron Be in a finite field ----------
atom = make_atom(diffuse, 16.0)
h_atom = atom.intor('int1e_kin') + atom.intor('int1e_nuc')
z_atom = atom.intor('int1e_r')[2]

def field_energies(field, dm=None):
    h = h_atom + field * z_atom
    mf = scf.RHF(atom)
    mf.get_hcore = lambda *args: h
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 100
    mf.kernel(dm0=dm)
    solver = cc.CCSD(mf)
    solver.conv_tol, solver.conv_tol_normt, solver.max_cycle = 1e-10, 1e-7, 100
    solver.kernel()
    assert mf.converged and solver.converged
    return mf.e_tot, mf.e_tot + solver.e_corr + solver.ccsd_t(), mf.make_rdm1()

field = 0.001
hf_0, cc_0, dm_0 = field_energies(0.0)
hf_f, cc_f, _ = field_energies(field, dm_0)
alpha_hf_field = -2 * (hf_f - hf_0) / field**2
alpha_cc = -2 * (cc_f - cc_0) / field**2

# ---------- large-Z coefficients: alpha^(-1/n) is linear in Z ----------
def coefficient(a40, a80, n):
    slope = (a80 ** (-1 / n) - a40 ** (-1 / n)) / 40
    return slope ** (-n), 80 - a80 ** (-1 / n) / slope

C_ci, sigma_ci = coefficient(ion[40]['ci'], ion[80]['ci'], 3)
C_hf, sigma_hf = coefficient(ion[40]['hf'], ion[80]['hf'], 3)
C_he, sigma_he = coefficient(helike[40], helike[80], 4)
gap_slope = (ion[80]['gap'] - ion[40]['gap']) / 40

def exponent(a, b, Za, Zb):
    return -log(b / a) / log(Zb / Za)

steps = list(zip(charges[:-1], charges[1:]))
powers = [exponent(ion[a]['ci'], ion[b]['ci'], a, b) for a, b in steps]
power_he = exponent(helike[40], helike[80], 40, 80)

# ---------- fine structure of 2p from the Dirac energies ----------
fs = constants.fine_structure
def dirac_split(Z):
    x = (fs * Z) ** 2
    return (sqrt(1 - x / 4) - sqrt((1 + sqrt(1 - x)) / 2)) / fs**2
gap_h = A_h + limit['delta']
Z_rel = brentq(lambda Z: dirac_split(Z) - gap_h * Z, 10, 100)

# ---------- small-mixing law of the Hartree-Fock excess for D = 2A ----------
b_small = 1e-3
weak = three_state(1.0, b_small, 2.0, 1.0)
excess = (weak['hf'] / weak['mixed'] - 1) / b_small**2

split_be, split_ion = false_splitting(be_basis), false_splitting(ion_basis)
to_A3 = (constants.physical_constants['Bohr radius'][0] * 1e10) ** 3
print(f"bases: {NS} s, {NP} p, {ND} d shells, {nao} functions; field {field} au")
print(f"false hydrogenic 2p-2s splitting (hartree): Be basis {split_be:.1e},"
      f" ion basis {split_ion:.1e}")
print("Be polarizabilities (au)")
print(f"  coupled HF, linear response      {be['hf']:.2f}")
print(f"  coupled HF, finite field         {alpha_hf_field:.2f}")
print(f"  all-electron CCSD(T)             {alpha_cc:.2f}")
print(f"  frozen-core valence full CI      {be['ci']:.2f}")
print(f"  same CI, finite field            {be['ci_field']:.2f}")
print(f"  CI ground state without pp pairs {be['no_pp']:.2f}")
print(f"  CI ground state without dd pairs {be['no_dd']:.2f}")
print(f"HF / CCSD(T) ratio                 {be['hf'] / alpha_cc:.3f}")
print(f"in cubic angstrom: HF {be['hf'] * to_A3:.2f}, CCSD(T) {alpha_cc * to_A3:.2f}")
print(f"pp weight in CI ground state       {be['pp_weight']:.4f}")
print(f"share of one p pair in pp weight   {be['one_pair']:.4f}")
for name, par, m in (("Be three-state model (au)", be['par'], model),
                     ("large-Z limit (A,B,D,delta per Z; d times Z; alpha times Z^3)",
                      (A_h, B_h, D_h, d_h), limit)):
    print(name)
    print("  A {:.5f}  B {:.5f}  D {:.5f}  d {:.4f}".format(*par))
    print(f"  b=B/A {par[1] / par[0]:.4f}  2A {2 * par[0]:.5f}  3b^2 "
          f"{3 * (par[1] / par[0])**2:.4f}")
    print(f"  theta {m['theta']:.4f} rad  sin^2 {sin(m['theta'])**2:.4f}"
          f"  delta {m['delta']:.5f}")
    print(f"  dipole factor {m['amp2']:.4f}  gap A+delta {par[0] + m['delta']:.5f}")
    print(f"  alpha: no mixing {m['nomix']:.2f}  HF {m['hf']:.2f}"
          f"  mixed {m['mixed']:.2f}  HF/mixed {m['hf'] / m['mixed']:.3f}")
print(f"hydrogenic V_s {Vs:.6f}, V_p {Vp:.6f} (hartree per Z)")
print(f"F0ss {F0ss:.6f} F0sp {F0sp:.6f} F0pp {F0pp:.6f} F2pp {F2pp:.6f}"
      f" G1sp {3 * B_h:.6f} (hartree per Z)")
print("Z, alpha CI, alpha HF (au), HF/CI, CI*Z^3, gap/Z (au), 1P share of alpha")
for Z in charges:
    r = ion[Z]
    print(f"  {Z:3d} {r['ci']:.4e} {r['hf']:.4e} {r['hf'] / r['ci']:.3f}"
          f" {r['ci'] * Z**3:8.1f} {r['gap'] / Z:.5f} {r['share']:.4f}")
for (a, b), p in zip(steps, powers):
    print(f"local exponent, Z {a} to {b}: -{p:.3f}")
print(f"He-like HF local exponent, Z 40 to 80: -{power_he:.3f}")
print(f"fitted C (au) and screening: CI {C_ci:.2f}, {sigma_ci:.2f};"
      f" HF {C_hf:.2f}, {sigma_hf:.2f}")
print(f"He-like fitted coefficient of Z^-4 (au) {C_he:.3f}, screening {sigma_he:.2f}")
print(f"slope of 1P gap with Z, from ions  {gap_slope:.5f} au")
print(f"HF excess / b^2 for weak mixing    {excess:.3f}")
print(f"Z where 2p fine structure = gap    {Z_rel:.1f}")

# ---------- tests ----------
assert abs(split_ion) < 5e-6                      # small beside the gap at Z = 80
assert abs(be['hf'] - 45.6) < 0.1
assert abs(alpha_hf_field - be['hf']) < 0.02      # quartic term in the field
assert abs(alpha_cc - 37.7) < 0.4                 # no f functions in the basis
assert abs(be['ci_field'] - be['ci']) < 0.02
assert abs(be['ci'] - alpha_cc) < 1.5             # core frozen in the CI
assert be['no_pp'] > be['hf'] > be['ci']
assert abs(be['no_dd'] - be['ci']) < 0.2 * (be['no_pp'] - be['ci'])
assert be['one_pair'] > 0.95
assert abs(model['hf'] / be['hf'] - 1) < 0.02     # core response left out
assert model['mixed'] < 0.9 * model['hf']
assert abs(C_ci / limit['mixed'] - 1) < 0.01      # finite basis and finite Z
assert abs(C_hf / limit['hf'] - 1) < 0.01
assert abs(gap_slope / gap_h - 1) < 0.01
assert all(a > b for a, b in zip(powers, powers[1:])) and 3.0 < powers[-1] < 3.3
assert 3.95 < power_he < 4.15
assert abs(excess - 3) < 0.05
assert abs(dirac_split(10) / (fs**2 * 10**4 / 32) - 1) < 0.02
print("every check passed")
```

Running it gives:

```
bases: 14 s, 8 p, 3 d shells, 53 functions; field 0.001 au
false hydrogenic 2p-2s splitting (hartree): Be basis 1.9e-05, ion basis -1.0e-06
Be polarizabilities (au)
  coupled HF, linear response      45.63
  coupled HF, finite field         45.63
  all-electron CCSD(T)             37.50
  frozen-core valence full CI      37.64
  same CI, finite field            37.64
  CI ground state without pp pairs 66.41
  CI ground state without dd pairs 37.19
HF / CCSD(T) ratio                 1.217
in cubic angstrom: HF 6.76, CCSD(T) 5.56
pp weight in CI ground state       0.0897
share of one p pair in pp weight   0.9996
Be three-state model (au)
  A 0.19006  B 0.04697  D 0.36776  d 1.6423
  b=B/A 0.2471  2A 0.38011  3b^2 0.1832
  theta 0.2083 rad  sin^2 0.0427  delta 0.01719
  dipole factor 0.7379  gap A+delta 0.20725
  alpha: no mixing 56.76  HF 45.52  mixed 38.41  HF/mixed 1.185
large-Z limit (A,B,D,delta per Z; d times Z; alpha times Z^3)
  A 0.11174  B 0.02930  D 0.20785  d 3.0000
  b=B/A 0.2622  2A 0.22347  3b^2 0.2062
  theta 0.2271 rad  sin^2 0.0507  delta 0.01173
  dipole factor 0.7129  gap A+delta 0.12346
  alpha: no mixing 322.19  HF 255.26  mixed 207.86  HF/mixed 1.228
hydrogenic V_s 0.397805, V_p 0.468526 (hartree per Z)
F0ss 0.150391 F0sp 0.162109 F0pp 0.181641 F2pp 0.087891 G1sp 0.087891 (hartree per Z)
Z, alpha CI, alpha HF (au), HF/CI, CI*Z^3, gap/Z (au), 1P share of alpha
    4 3.7640e+01 4.5625e+01 1.212   2408.9 0.04900 0.9687
   10 4.3970e-01 5.2552e-01 1.195    439.7 0.09868 0.9181
   40 3.8604e-03 4.7024e-03 1.218    247.1 0.11765 0.9727
   80 4.4234e-04 5.4102e-04 1.223    226.5 0.12054 0.9858
local exponent, Z 4 to 10: -4.856
local exponent, Z 10 to 40: -3.416
local exponent, Z 40 to 80: -3.126
He-like HF local exponent, Z 40 to 80: -4.026
fitted C (au) and screening: CI 208.12, 2.22; HF 255.52, 2.12
He-like fitted coefficient of Z^-4 (au) 8.999, screening 0.36
slope of 1P gap with Z, from ions  0.12342 au
HF excess / b^2 for weak mixing    2.999
Z where 2p fine structure = gap    41.2
every check passed
```
